# Shear deformation potential from the piezoresistance of n-type silicon: test program

```python
"""
Result under test: longitudinal [100] piezoresistance of n-type silicon,
  pi11 = -(2/3 + a) (K-1)/(2K+1) Xi_u (s11-s12) / (kB T),
and its inversion for the shear deformation potential Xi_u.
  K       ratio of transverse to longitudinal valley mobility
  s11,s12 elastic compliances; tension is positive
  a       response of intervalley (f) scattering to the valley splitting;
          a = 0 is pure transfer of nondegenerate electrons between valleys
Silicon parameters are rough typical values. Energies named *_kt are in kB T.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gamma

EV, HBAR, M0 = const.e, const.hbar, const.m_e
TEMP = 300.0
KT = const.k * TEMP
KT_EV = KT / EV

# given data and rough material parameters
PI11, PI12 = -1.02e-9, 5.3e-10          # 1/Pa
K_MOB = 4.8
XI_ACCEPTED = 9.0                       # eV, rough
C11, C12, C44 = 166e9, 64e9, 80e9       # Pa
DENSITY_CM3 = 4e14
M_T = 0.19 * M0
M_L = K_MOB * M_T                       # isotropic relaxation time
M_DOS = (M_L * M_T**2) ** (1 / 3)
NC_CM3 = 12 * (M_DOS * KT / (2 * np.pi * HBAR**2)) ** 1.5 * 1e-6

stiffness = np.diag([C11 - C12] * 3 + [C44] * 3).astype(float)
stiffness[:3, :3] += C12
compliance = np.linalg.inv(stiffness)
S11, S12 = compliance[0, 0], compliance[0, 1]

nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = (nodes + 1) / 2, weights / 2


def fermi(order, eta):
    """Normalised Fermi integral, energy = t**2 removes the root at zero."""
    t = 8 * nodes
    occupation = 1 / (1 + np.exp(t**2 - eta))
    return np.sum(8 * weights * 2 * t ** (2 * order + 1) * occupation) / gamma(order + 1)


def fermi_level(shifts_kt, filling):
    def mismatch(eta):
        return np.log(np.mean([fermi(0.5, eta - s) for s in shifts_kt]) / filling)
    return brentq(mismatch, -40, 40, xtol=1e-13)


def resistivity(stress, xi_u, xi_d=1.0, ratio=K_MOB, density=DENSITY_CM3):
    """Resistivity tensor (arbitrary unit) at fixed electron density."""
    strain = np.linalg.solve(stiffness, stress)
    shifts = (xi_d * strain[:3].sum() + xi_u * strain[:3]) / KT_EV
    filling = density / NC_CM3
    eta = fermi_level(shifts, filling)
    sigma = np.zeros((3, 3))
    for axis in range(3):
        mobility = np.full(3, ratio)
        mobility[axis] = 1.0
        sigma += np.diag(mobility) * fermi(0.5, eta - shifts[axis]) / filling
    return np.linalg.inv(sigma)


def coefficient(stress_dir, current_dir, xi_u, **options):
    """Piezoresistance coefficient by central difference, 1/Pa."""
    n = np.array(stress_dir, float) / np.linalg.norm(stress_dir)
    j = np.array(current_dir, float) / np.linalg.norm(current_dir)
    unit = np.array([n[0]**2, n[1]**2, n[2]**2, n[1]*n[2], n[0]*n[2], n[0]*n[1]])
    step = 1e6
    plus, minus, zero = [j @ resistivity(x * unit, xi_u, **options) @ j
                         for x in (step, -step, 0.0)]
    return (plus - minus) / (2 * step * zero)


# inversion by pure valley transfer
aniso = (K_MOB - 1) / (2 * K_MOB + 1)
xi_simple = 1.5 * abs(PI11) * KT_EV * (C11 - C12) / aniso

X, Y = (1, 0, 0), (0, 1, 0)
pi_long = coefficient(X, X, xi_simple)
pi_trans = coefficient(X, Y, xi_simple)
pi_110 = coefficient((1, 1, 0), (1, 1, 0), xi_simple)
pi_111 = coefficient((1, 1, 1), (1, 1, 1), xi_simple)
assert abs(pi_long / PI11 - 1) < 1e-4
assert abs(pi_trans / pi_long + 0.5) < 1e-4
assert abs(pi_110 / pi_long - 0.25) < 1e-4
assert abs(pi_111 / pi_long) < 1e-5
assert abs(coefficient(X, X, xi_simple, xi_d=-10.0) / pi_long - 1) < 1e-6

# anisotropy that would be needed for the accepted value
aniso_needed = aniso * xi_simple / XI_ACCEPTED
k_needed = (1 + aniso_needed) / (1 - 2 * aniso_needed)
assert abs(coefficient(X, X, XI_ACCEPTED, ratio=k_needed) / PI11 - 1) < 1e-4
xi_k_infinite = xi_simple * aniso / 0.5
assert abs(coefficient(X, X, xi_k_infinite, ratio=1e7) / PI11 - 1) < 1e-4

# degeneracy factor
degeneracy = {}
for density in (DENSITY_CM3, 1e19):
    eta0 = fermi_level(np.zeros(3), density / NC_CM3)
    degeneracy[density] = fermi(-0.5, eta0) / fermi(0.5, eta0)
    direct = coefficient(X, X, xi_simple, density=density) / PI11
    assert abs(direct / degeneracy[density] - 1) < 1e-4

# phonon scattering: acoustic, g (same axis), f (other axes)
RHO, C_LONG = 2330.0, 1.9e11            # kg/m3, Pa
XI_AC_EV = 9.0
E_G_EV, D_G = 0.062, 11e8               # eV, eV/cm
E_F_EV = 0.050
W_G, W_F = E_G_EV / KT_EV, E_F_EV / KT_EV
N_G, N_F = 1 / np.expm1(W_G), 1 / np.expm1(W_F)
DOS_KT = M_DOS**1.5 * np.sqrt(KT) / (np.sqrt(2) * np.pi**2 * HBAR**3)
RATE_AC = 2 * np.pi / HBAR * (XI_AC_EV * EV) ** 2 * KT / C_LONG * DOS_KT


def intervalley_strength(coupling_ev_cm, phonon_ev):
    coupling = coupling_ev_cm * 100 * EV
    return np.pi * coupling**2 * HBAR / (RHO * phonon_ev * EV) * DOS_KT


def root(x):
    return np.sqrt(np.maximum(x, 0.0))


def scattering_rate(x, drops, strengths):
    """Rate at kinetic energy x; drops = own minus other valley energies."""
    ac, g, f = strengths
    rate = ac * root(x) + g * (N_G * root(x + W_G) + (N_G + 1) * root(x - W_G))
    for d in drops:
        rate = rate + 2 * f * (N_F * root(x + W_F + d) + (N_F + 1) * root(x - W_F + d))
    return rate


def energy_average(function, thresholds):
    """Average with weight x**1.5 exp(-x), pieces start at the thresholds."""
    edges = sorted({0.0, 45.0, *thresholds})
    total = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        x = low + (high - low) * nodes**2
        jac = 2 * (high - low) * nodes * weights
        total += np.sum(jac * x**1.5 * np.exp(-x) * function(x))
    return total / gamma(2.5)


# energy average against a three-dimensional velocity average
u, wu = np.polynomial.hermite.hermgauss(40)
ux, uy, uz = np.meshgrid(u, u, u, indexing="ij")
w3 = wu[:, None, None] * wu[None, :, None] * wu[None, None, :] / np.pi**1.5
cartesian = np.sum(w3 * 2 * ux**2 / (1 + ux**2 + uy**2 + uz**2))
assert abs(cartesian / energy_average(lambda x: 1 / (1 + x), []) - 1) < 1e-4


def mean_tau(drops, strengths):
    limits = [W_G] + [W_F - d for d in drops]
    return energy_average(lambda x: 1 / scattering_rate(x, drops, strengths), limits)


def splitting_response(strengths):
    """The number a, from the derivative of the f rate."""
    f = strengths[2]

    def integrand(x):
        above = x > W_F
        emission = np.where(above, 1 / np.sqrt(np.where(above, x - W_F, 1.0)), 0.0)
        slope = 2 * f * (N_F / np.sqrt(x + W_F) + (N_F + 1) * emission)
        return slope / scattering_rate(x, (0.0, 0.0), strengths) ** 2
    return energy_average(integrand, [W_G, W_F]) / mean_tau((0.0, 0.0), strengths)


def sigma_xx(split, strengths):
    """Conductivity along x with the x valleys raised by split (in kB T)."""
    energy = np.array([split, 0.0, 0.0])
    share = np.exp(-energy) / np.exp(-energy).sum()
    total = 0.0
    for i in range(3):
        drops = [energy[i] - energy[j] for j in range(3) if j != i]
        total += share[i] * (1.0 if i == 0 else K_MOB) * mean_tau(drops, strengths)
    return total


rate_g = intervalley_strength(D_G, E_G_EV)
cases = [(f"D_f={d:.0f}e8 eV/cm", (RATE_AC, rate_g, intervalley_strength(d * 1e8, E_F_EV)))
         for d in (3, 5, 7)]
cases.append(("f scattering only", (0.0, 0.0, intervalley_strength(3e8, E_F_EV))))
rows = []
for label, strengths in cases:
    a = splitting_response(strengths)
    h = 1e-4
    slope = (sigma_xx(h, strengths) - sigma_xx(-h, strengths)) / (2 * h * sigma_xx(0.0, strengths))
    assert a > 0
    assert abs(slope / ((2 / 3 + a) * aniso) - 1) < 2e-3
    mobility = EV * mean_tau((0.0, 0.0), strengths) * (1 / M_L + 2 / M_T) / 3 * 1e4
    rows.append((label, a, 1 + 1.5 * a, xi_simple / (1 + 1.5 * a), mobility))
a_needed = (xi_simple / XI_ACCEPTED - 1) / 1.5

# other neglected effects
pi_traceless = 2 / 3 * (PI11 - PI12)
xi_traceless = xi_simple * pi_traceless / PI11
shape = S11 - 2 * S12
rho0 = resistivity(np.zeros(6), xi_simple)[0, 0]
finite = {}
for mpa in (100, -100):
    load = np.array([mpa * 1e6, 0, 0, 0, 0, 0])
    finite[mpa] = resistivity(load, xi_simple)[0, 0] / rho0 - 1

print(f"temperature {TEMP:.0f} K, kB T = {KT_EV*1e3:.2f} meV")
print(f"given pi11 = {PI11:.3e} 1/Pa, pi12 = {PI12:.2e} 1/Pa")
print(f"c11 = {C11/1e9:.0f} GPa, c12 = {C12/1e9:.0f} GPa, c44 = {C44/1e9:.0f} GPa")
print(f"s11-s12 = {S11-S12:.3e} 1/Pa")
print(f"K = {K_MOB:.1f}, (K-1)/(2K+1) = {aniso:.4f}")
print(f"Xi_u from pure valley transfer = {xi_simple:.2f} eV")
print(f"Xi_u in hartree = {xi_simple*EV/const.value('Hartree energy'):.3f}")
print(f"accepted Xi_u (rough) = {XI_ACCEPTED:.0f} eV, ratio = {xi_simple/XI_ACCEPTED:.3f}")
print(f"pi11 of pure transfer with accepted Xi_u = {PI11*XI_ACCEPTED/xi_simple:.3e} 1/Pa")
print(f"valley splitting at 100 MPa = {xi_simple*(S11-S12)*1e11:.2f} meV")
print(f"model pi11 = {pi_long:.4e} 1/Pa, pi12 = {pi_trans:.4e} 1/Pa")
print(f"model [110] longitudinal = {pi_110:.4e} 1/Pa")
print(f"model [111] / [100] longitudinal = {abs(pi_111/pi_long):.1e}")
print(f"K needed for accepted Xi_u = {k_needed:.1f}")
print(f"Xi_u for infinite K = {xi_k_infinite:.2f} eV")
print(f"effective density of states = {NC_CM3:.2e} 1/cm3")
for density, factor in degeneracy.items():
    print(f"degeneracy factor at {density:.0e} 1/cm3 = {factor:.6f}")
print(f"masses: m_l = {M_L/M0:.3f}, m_t = {M_T/M0:.3f}, m_dos = {M_DOS/M0:.3f} m0")
print(f"acoustic: coupling {XI_AC_EV:.0f} eV, modulus {C_LONG/1e9:.0f} GPa")
print(f"mass density = {RHO:.0f} kg/m3")
print(f"g phonon {E_G_EV*1e3:.0f} meV, coupling {D_G/1e8:.0f}e8 eV/cm")
print(f"f phonon {E_F_EV*1e3:.0f} meV")
for label, a, factor, xi, mobility in rows:
    print(f"{label}: a = {a:.4f}, 1+3a/2 = {factor:.4f}")
    if label.startswith("D_f"):
        print(f"  Xi_u = {xi:.2f} eV, mobility = {mobility:.0f} cm2/Vs")
    else:
        print(f"  Xi_u = {xi:.2f} eV")
print(f"a needed for accepted Xi_u = {a_needed:.4f}")
print(f"pi11+2 pi12 = {PI11+2*PI12:.1e} 1/Pa")
print(f"Xi_u from traceless part = {xi_traceless:.2f} eV")
print(f"shape term s11-2 s12 = {shape:.2e} 1/Pa = {100*shape/abs(PI11):.2f} % of |pi11|")
print(f"change of Xi_u per 10 K = {xi_simple*10/TEMP:.2f} eV")
for mpa, change in finite.items():
    print(f"at {mpa:+d} MPa: change {100*change:+.2f} %, linear {100*PI11*mpa*1e6:+.2f} %")
print("every check passed")
```

Output:

```
temperature 300 K, kB T = 25.85 meV
given pi11 = -1.020e-09 1/Pa, pi12 = 5.30e-10 1/Pa
c11 = 166 GPa, c12 = 64 GPa, c44 = 80 GPa
s11-s12 = 9.804e-12 1/Pa
K = 4.8, (K-1)/(2K+1) = 0.3585
Xi_u from pure valley transfer = 11.25 eV
Xi_u in hartree = 0.414
accepted Xi_u (rough) = 9 eV, ratio = 1.250
pi11 of pure transfer with accepted Xi_u = -8.157e-10 1/Pa
valley splitting at 100 MPa = 11.03 meV
model pi11 = -1.0200e-09 1/Pa, pi12 = 5.1000e-10 1/Pa
model [110] longitudinal = -2.5500e-10 1/Pa
model [111] / [100] longitudinal = 1.0e-12
K needed for accepted Xi_u = 14.0
Xi_u for infinite K = 8.07 eV
effective density of states = 2.73e+19 1/cm3
degeneracy factor at 4e+14 1/cm3 = 0.999995
degeneracy factor at 1e+19 1/cm3 = 0.886439
masses: m_l = 0.912, m_t = 0.190, m_dos = 0.321 m0
acoustic: coupling 9 eV, modulus 190 GPa
mass density = 2330 kg/m3
g phonon 62 meV, coupling 11e8 eV/cm
f phonon 50 meV
D_f=3e8 eV/cm: a = 0.0969, 1+3a/2 = 1.1454
  Xi_u = 9.83 eV, mobility = 1745 cm2/Vs
D_f=5e8 eV/cm: a = 0.1961, 1+3a/2 = 1.2942
  Xi_u = 8.70 eV, mobility = 1377 cm2/Vs
D_f=7e8 eV/cm: a = 0.2760, 1+3a/2 = 1.4141
  Xi_u = 7.96 eV, mobility = 1054 cm2/Vs
f scattering only: a = 0.5077, 1+3a/2 = 1.7615
  Xi_u = 6.39 eV
a needed for accepted Xi_u = 0.1670
pi11+2 pi12 = 4.0e-11 1/Pa
Xi_u from traceless part = 11.40 eV
shape term s11-2 s12 = 1.19e-11 1/Pa = 1.17 % of |pi11|
change of Xi_u per 10 K = 0.38 eV
at +100 MPa: change -8.58 %, linear -10.20 %
at -100 MPa: change +12.11 %, linear +10.20 %
every check passed
```
